# The Moskowitz–Lombardi Rule for Odd-Neutron Isotopes: Inverse Moment Plus a Constant: verification in Python

```python
"""
Result under test: for odd-neutron nuclei the hyperfine anomaly eps obeys
    eps = -(K_S - lam*dK) - dK*(muT_sp + lam*mu_sp)/mu ,
which for a polarized neutron core (lam = 1/4) is eps = -C + alpha_I/mu with
    alpha_I = -(3/4)|mu_n| dK            for I = l-1/2,
    alpha_I = +(3/4)|mu_n| dK I/(I+1)    for I = l+1/2.
K_S, K_L : fractional loss of hyperfine coupling for spin and orbital moments
dK       : K_S - K_L, also the weight of the spin asymmetry operator T
T        : (s - 3 (s.R)R)/2 with R the unit position vector of the nucleon
mu_sp, muT_sp : single-particle values of the moment and of g_s<T_z>
lam      : change of (mu_L - mu_T) per unit change of mu by core polarization
Moments are in nuclear magnetons; the electron is treated in atomic units.
"""
from itertools import combinations
from math import factorial
import numpy as np
import scipy.sparse as sparse
from scipy import constants as const
from scipy.integrate import solve_ivp, simpson
from scipy.special import lpmv, jv

g_n = const.value("neutron g factor")
g_p = const.value("proton g factor")
mu_n = abs(g_n) / 2
lam_n = 0.25
lam_p = (g_p / 4 - 1) / (g_p - 1)

# ---- angular pattern of the s-electron current --------------------------
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
direction = np.array([0.48, 0.60, 0.64])
direction = direction / np.linalg.norm(direction)
up = np.array([1, 0])
sigma_r = np.einsum("k,kab->ab", direction, pauli)
upper, lower = up, 1j * sigma_r @ up
current = np.array([2 * np.real(upper.conj() @ s @ lower) for s in pauli])
pattern = np.cross([0, 0, 1], direction)
assert np.linalg.norm(np.cross(current, pattern)) < 1e-12
assert np.linalg.norm(current) > 0.1

# ---- field and vector potential of a current shell (radius 1, mu_0 = 1) --
# The surface current is sin(theta) times the azimuthal unit vector.
xg, wg = np.polynomial.legendre.leggauss(80)
phi = 2 * np.pi * np.arange(160) / 160
X, PH = np.meshgrid(xg, phi, indexing="ij")
W = np.repeat(wg[:, None], 160, axis=1) * 2 * np.pi / 160
SN = np.sqrt(1 - X**2)
source = np.stack([SN * np.cos(PH), SN * np.sin(PH), X], axis=-1)
sheet = np.stack([-SN * np.sin(PH), SN * np.cos(PH), 0 * X], axis=-1)
for radius in (0.5, 1.7):
    sep = radius * direction - source
    dist = np.linalg.norm(sep, axis=-1)
    B = np.sum(np.cross(sheet, sep) * (W / dist**3)[..., None], axis=(0, 1))
    A = np.sum(sheet * (W / dist)[..., None], axis=(0, 1))
    B, A = B / (4 * np.pi), A / (4 * np.pi)
    if radius < 1:
        B_law = np.array([0, 0, 2 / 3])
        A_law = pattern * radius / 3
    else:
        B_law = (3 * direction[2] * direction - [0, 0, 1]) / (3 * radius**3)
        A_law = pattern / (3 * radius**2)
    assert np.allclose(B, B_law, atol=1e-9)
    assert np.allclose(A, A_law, atol=1e-9)


# ---- one-nucleon operators in a shell l, angular parts by quadrature ------
def shell(l):
    x, w = np.polynomial.legendre.leggauss(20)
    ang = 2 * np.pi * np.arange(40) / 40
    c, p = [a.ravel() for a in np.meshgrid(x, ang, indexing="ij")]
    weight = np.repeat(w, 40) * 2 * np.pi / 40
    sin = np.sqrt(1 - c**2)
    harmonics = []
    for m in range(-l, l + 1):
        k = abs(m)
        norm = np.sqrt((2*l + 1) / (4*np.pi) * factorial(l-k) / factorial(l+k))
        y = norm * lpmv(k, l, c) * np.exp(1j * k * p)
        harmonics.append(y if m >= 0 else (-1)**k * y.conj())
    Y = np.array(harmonics)

    def angular(f):
        return (Y.conj() * (weight * f)) @ Y.T

    one = np.eye(2 * l + 1)
    ml = np.arange(-l, l + 1)
    lplus = np.diag(np.sqrt(l*(l+1) - ml[:-1] * (ml[:-1] + 1.0)), -1)
    s3 = np.diag([0.5, -0.5])
    raise2 = np.array([[0.0, 1.0], [0.0, 0.0]])
    sz, splus = np.kron(s3, one), np.kron(raise2, one)
    lz = np.kron(np.eye(2), np.diag(ml.astype(float)))
    ls = np.kron(s3, np.diag(ml.astype(float)))
    ls = ls + 0.5 * (np.kron(raise2, lplus.T) + np.kron(raise2.T, lplus))
    dip = np.kron(s3, angular(c**2))
    dip = dip + 0.5 * np.kron(raise2, angular(c * sin * np.exp(-1j * p)))
    dip = dip + 0.5 * np.kron(raise2.T, angular(c * sin * np.exp(1j * p)))
    T = 0.5 * (sz - 3 * dip)
    assert np.max(abs(T.imag)) < 1e-10
    return dict(sz=sz, sp=splus, lz=lz, ls=ls, T=T.real, jz=lz + sz)


def coupled(l):
    """Coupled states |j m>: operators, eigenvectors, j and m labels."""
    op = shell(l)
    val, vec = np.linalg.eigh(op["ls"] + 0.01 * op["jz"])
    m = np.diag(vec.T @ op["jz"] @ vec)
    spin_orbit = np.diag(vec.T @ op["ls"] @ vec)
    j = np.where(spin_orbit > 0, l + 0.5, l - 0.5)
    return op, vec, j, m


def zeta(l, I):
    return (2*I - 1) / (4*(I + 1)) if I > l else (2*I + 3) / (4*I)


def single(l, I):
    """Single-neutron moment and asymmetry moment from closed formulas."""
    mu = g_n / 2 if I > l else -g_n / 2 * I / (I + 1)
    return mu, zeta(l, I) * mu


partner_ratio = []
for l in range(1, 7):
    op, vec, j, m = coupled(l)
    S, T, L = [vec.T @ op[k] @ vec for k in ("sz", "T", "lz")]
    for I in (l - 0.5, l + 0.5):
        k = np.where((j == I) & (abs(m - I) < 1e-6))[0][0]
        assert abs(T[k, k] / S[k, k] - zeta(l, I)) < 1e-9
        assert abs(g_n * S[k, k] - single(l, I)[0]) < 1e-9
    for a in np.where(j > l)[0]:
        for b in np.where((j < l) & (abs(m - m[a]) < 1e-6))[0]:
            partner_ratio.append(T[a, b] / S[a, b])
            assert abs(L[a, b] + S[a, b]) < 1e-9
partner_ratio = np.array(partner_ratio)
assert np.max(abs(partner_ratio + 0.25)) < 1e-8

# ---- many-body model: odd neutron + six nucleons in a d shell -------------
core_one = shell(2)
occupations = [sum(1 << i for i in c) for c in combinations(range(10), 6)]
position = {s: k for k, s in enumerate(occupations)}


def many_body(O):
    M = np.zeros((len(occupations),) * 2)
    pairs = [(int(i), int(j)) for i, j in zip(*np.where(abs(O) > 1e-12))]
    for col, s in enumerate(occupations):
        for i, j in pairs:
            if not (s >> j) & 1:
                continue
            t = s ^ (1 << j)
            if (t >> i) & 1:
                continue
            flips = (s & ((1 << j) - 1)).bit_count()
            flips += (t & ((1 << i) - 1)).bit_count()
            M[position[t | (1 << i)], col] += (-1)**flips * O[i, j]
    return M


core = {k: many_body(v) for k, v in core_one.items()}


class OddNucleus:
    """Core spin-orbit gap is 1; coupling multiplies s(valence).S(core)."""
    def __init__(self, l, I):
        op, vec, j, m = coupled(l)
        cols = np.where(j == I)[0]
        V = vec[:, cols]
        val = {k: V.T @ op[k] @ V for k in ("sz", "sp", "T")}
        total = np.add.outer(m[cols], np.diag(core["jz"])).ravel()
        keep = np.where(abs(total - I) < 1e-6)[0]

        def joint(a, b):
            full = sparse.kron(sparse.csr_matrix(a), sparse.csr_matrix(b))
            return full.tocsr()[keep][:, keep].toarray()

        e_v, e_c = np.eye(len(cols)), np.eye(len(occupations))
        self.H0 = -0.4 * joint(e_v, core["ls"])
        self.H1 = joint(val["sz"], core["sz"]) + 0.5 * (
            joint(val["sp"], core["sp"].T) + joint(val["sp"].T, core["sp"]))
        self.ops = [joint(val["sz"], e_c), joint(val["T"], e_c),
                    joint(e_v, core["sz"]), joint(e_v, core["T"]),
                    joint(e_v, core["lz"])]

    def moments(self, coupling, gs, gl):
        state = np.linalg.eigh(self.H0 + coupling * self.H1)[1][:, 0]
        sv, tv, sc, tc, lc = [state @ O @ state for O in self.ops]
        return np.array([g_n*sv + gs*sc, gl*lc, g_n*tv + gs*tc])


# ---- zero-energy Dirac s electron, uniformly charged sphere ---------------
Z, R_fm = 80, 7.0
bohr = const.value("Bohr radius")
R0 = R_fm * 1e-15 / bohr
c_au = 1 / const.alpha
r_end = 10.0


def radial_outside(r, y):
    """Radial functions g, f and the running integral of f*g."""
    g, f = y[:2]
    V = -Z*(3 - (r/R0)**2) / (2*R0) if r < R0 else -Z / r
    return [(2*c_au - V/c_au) * f, -2*f/r + V/c_au * g, f*g]


def radial_inside(r, y):
    """As above, with the running integral of (r/R0)^3 f*g added."""
    return radial_outside(r, y) + [(r/R0)**3 * y[0] * y[1]]


r_start = 1e-5 * R0
f_start = -1.5 * Z / R0 * r_start / (3 * c_au)
inner = solve_ivp(radial_inside, (r_start, R0), [1, f_start, 0, 0],
                  method="DOP853", rtol=1e-11, atol=1e-15, dense_output=True)
outer = solve_ivp(radial_outside, (R0, r_end), inner.y[:3, -1],
                  method="DOP853", rtol=1e-10, atol=1e-14)
assert inner.success and outer.success
total_integral = outer.y[2, -1]

# Independent exterior solution: Bessel functions matched at the surface.
gamma = np.sqrt(1 - (Z * const.alpha)**2)


def bessel_pair(x, gam):
    r = x**2 / (8 * Z)
    big = (gam - 1) * jv(2*gam, x) - x/2 * jv(2*gam - 1, x)
    return np.array([big / r, Z * const.alpha * jv(2*gam, x) / r])


x = np.linspace(np.sqrt(8*Z*R0), np.sqrt(8*Z*r_end), 100001)
regular, irregular = bessel_pair(x, gamma), bessel_pair(x, -gamma)
mix = np.linalg.solve(np.column_stack([regular[:, 0], irregular[:, 0]]),
                      inner.y[:2, -1])
g_out, f_out = mix[0] * regular + mix[1] * irregular
bessel_integral = inner.y[2, -1] + simpson(g_out*f_out * x / (4*Z), x=x)
assert abs(bessel_integral / total_integral - 1) < 1e-5


def losses(R):
    y = inner.sol(R)
    return np.array([y[2], y[3] * (R0 / R)**3]) / total_integral


nodes, weights = np.polynomial.legendre.leggauss(24)
u = (nodes + 1) / 2
K_S, dK = sum(w/2 * 3*q**2 * losses(q*R0) for q, w in zip(u, weights))
K_L = K_S - dK
K_S_surface, dK_surface = losses(R0)
assert 0 < K_L < K_S < 0.2


def anomaly_direct(moments):
    mS, mL, mT = moments
    return -(K_S*mS + K_L*mL + dK*mT) / (mS + mL)


def alpha_general(l, I, lam):
    mu_sp, muT_sp = single(l, I)
    return -dK * (muT_sp + lam * mu_sp)


def anomaly_law(l, I, mu, lam):
    return -(K_S - lam*dK) + alpha_general(l, I, lam) / mu


def alpha_closed(l, I):
    return 0.75*mu_n*dK * (I/(I + 1) if I > l else -1)


orbits = {"p1/2": (1, 0.5), "f5/2": (3, 2.5), "p3/2": (1, 1.5),
          "i13/2": (6, 6.5)}
for l, I in orbits.values():
    assert abs(alpha_general(l, I, lam_n) / alpha_closed(l, I) - 1) < 1e-10

# ---- law against diagonalization -----------------------------------------
model_rows = []
strength = 0.15
for name in ("p1/2", "i13/2"):
    l, I = orbits[name]
    nucleus = OddNucleus(l, I)
    for label, gs, gl, lam in (("n", g_n, 0, lam_n), ("p", g_p, 1, lam_p)):
        plus = nucleus.moments(1e-3, gs, gl)
        minus = nucleus.moments(-1e-3, gs, gl)
        d = plus - minus
        slope = (d[1] - d[2]) / (d[0] + d[1])
        assert abs(slope - lam) < 1e-3
        residual = []
        for k in (0.04, 0.02):
            mom = nucleus.moments(k, gs, gl)
            mu = mom[0] + mom[1]
            residual.append(abs(anomaly_direct(mom) - anomaly_law(l, I, mu, lam)))
        if label == "n":
            assert residual[0] / residual[1] > 3
        mom = nucleus.moments(strength, gs, gl)
        mu = mom[0] + mom[1]
        direct, law = anomaly_direct(mom), anomaly_law(l, I, mu, lam)
        assert abs(direct - law) < 0.05 * abs(alpha_general(l, I, lam) / mu)
        model_rows.append((name, label, slope, mu, mom[0]/mu, mom[1]/mu,
                           100*direct, 100*law))

# ---- printed results ------------------------------------------------------
print(f"Z = {Z}, sphere radius = {R_fm:.1f} fm")
print(f"neutron g_s = {g_n:.4f}, proton g_s = {g_p:.4f}")
print(f"|mu_n| = {mu_n:.4f} mu_N")
print(f"<T>/<s> between partners, l=1..6: {partner_ratio.min():.6f}"
      f" to {partner_ratio.max():.6f}")
print(f"lambda: neutron core {lam_n:.4f}, proton core {lam_p:.4f}")
print(f"K_S = {100*K_S:.3f} %, K_L = {100*K_L:.3f} %, dK = {100*dK:.3f} %")
print(f"K_L/K_S = {K_L/K_S:.3f}, dK/K_S = {dK/K_S:.3f}")
print(f"at surface: K_S = {100*K_S_surface:.3f} %, dK = {100*dK_surface:.3f} %")
offset = K_S - lam_n * dK
print(f"offset C, neutron core = {100*offset:.3f} %")
print(f"offset C, proton core = {100*(K_S-lam_p*dK):.3f} %")
print("orbit: zeta, mu_sp, muT_sp (mu_N)")
for name, (l, I) in orbits.items():
    a, b = single(l, I)
    print(f"  {name}: {zeta(l, I):.4f}, {a:.4f}, {b:.4f}")
print("alpha_I (% mu_N): neutron core, equal shares, proton core")
for name, (l, I) in orbits.items():
    v = [100*alpha_general(l, I, q) for q in (lam_n, (lam_n+lam_p)/2, lam_p)]
    print(f"  {name}: {v[0]:.3f}, {v[1]:.3f}, {v[2]:.3f}")
print(f"(3/4)|mu_n| dK = {75*mu_n*dK:.3f} % mu_N")
print(f"same, all magnetization at surface = {75*mu_n*dK_surface:.3f} % mu_N")
print(f"model diagonalization, coupling/gap = {strength}")
print("orbit core: slope, mu (mu_N), spin frac, orbital frac")
for row in model_rows:
    print(f"  {row[0]} {row[1]}: {row[2]:.4f}, {row[3]:.4f},"
          f" {row[4]:.4f}, {row[5]:.4f}")
print("orbit core: eps direct (%), eps linear law (%)")
for row in model_rows:
    print(f"  {row[0]} {row[1]}: {row[6]:.4f}, {row[7]:.4f}")

isotopes = [("a", "p1/2", 0.5), ("b", "p1/2", 0.6),
            ("c", "p3/2", -0.6), ("d", "i13/2", -1.0)]
print("isotope: orbit, mu (mu_N), alpha/mu (%), eps (%), fixed-zeta eps (%)")
eps, simple = {}, {}
for tag, name, mu in isotopes:
    l, I = orbits[name]
    eps[tag] = anomaly_law(l, I, mu, lam_n)
    simple[tag] = (1 if I > l else -1) * 0.75*mu_n*dK / mu
    fixed = -(K_S + zeta(l, I)*dK)
    print(f"  {tag}: {name}, {mu:.1f}, {100*alpha_closed(l, I)/mu:.3f},"
          f" {100*eps[tag]:.3f}, {100*fixed:.3f}")
print("pair: ratio anomaly, eps difference, single-|alpha| rule (%)")
for tag in "bcd":
    ratio = (1 + eps["a"]) / (1 + eps[tag]) - 1
    difference = eps["a"] - eps[tag]
    assert abs(ratio - difference) < 0.1 * abs(difference)
    print(f"  a/{tag}: {100*ratio:.3f}, {100*difference:.3f},"
          f" {100*(simple['a']-simple[tag]):.3f}")
print(f"5 % change of K_S and dK in isotope a shifts eps by"
      f" {5*eps['a']:.3f} %")
print("every check passed")
```

It prints:

```
Z = 80, sphere radius = 7.0 fm
neutron g_s = -3.8261, proton g_s = 5.5857
|mu_n| = 1.9130 mu_N
<T>/<s> between partners, l=1..6: -0.250000 to -0.250000
lambda: neutron core 0.2500, proton core 0.0864
K_S = 2.016 %, K_L = 1.257 %, dK = 0.759 %
K_L/K_S = 0.624, dK/K_S = 0.376
at surface: K_S = 3.185 %, dK = 1.169 %
offset C, neutron core = 1.826 %
offset C, proton core = 1.950 %
orbit: zeta, mu_sp, muT_sp (mu_N)
  p1/2: 2.0000, 0.6377, 1.2754
  f5/2: 0.8000, 1.3665, 1.0932
  p3/2: 0.2000, -1.9130, -0.3826
  i13/2: 0.4000, -1.9130, -0.7652
alpha_I (% mu_N): neutron core, equal shares, proton core
  p1/2: -1.089, -1.049, -1.009
  f5/2: -1.089, -1.004, -0.919
  p3/2: 0.653, 0.534, 0.416
  i13/2: 0.943, 0.825, 0.706
(3/4)|mu_n| dK = 1.089 % mu_N
same, all magnetization at surface = 1.677 % mu_N
model diagonalization, coupling/gap = 0.15
orbit core: slope, mu (mu_N), spin frac, orbital frac
  p1/2 n: 0.2500, 0.4856, 1.0000, -0.0000
  p1/2 p: 0.0864, 0.8182, 1.0470, -0.0470
  i13/2 n: 0.2500, -1.4527, 1.0000, -0.0000
  i13/2 p: 0.0864, -2.4637, 1.0491, -0.0491
orbit core: eps direct (%), eps linear law (%)
  p1/2 n: -4.0615, -4.0679
  p1/2 p: -3.1829, -3.1842
  i13/2 n: -2.4760, -2.4758
  i13/2 p: -2.2369, -2.2370
isotope: orbit, mu (mu_N), alpha/mu (%), eps (%), fixed-zeta eps (%)
  a: p1/2, 0.5, -2.177, -4.004, -3.533
  b: p1/2, 0.6, -1.814, -3.641, -3.533
  c: p3/2, -0.6, -1.089, -2.915, -2.168
  d: i13/2, -1.0, -0.943, -2.770, -2.319
pair: ratio anomaly, eps difference, single-|alpha| rule (%)
  a/b: -0.377, -0.363, -0.363
  a/c: -1.121, -1.089, -0.363
  a/d: -1.269, -1.234, -1.089
5 % change of K_S and dK in isotope a shifts eps by -0.200 %
every check passed
```
